\section*{Onsager's Reaction Field and Solvation Energy of a Dipole in a Cavity}

\section{The decision and the result}

When a polar molecule has been computed in vacuum and its behaviour in a solvent is wanted, two choices must be made: whether to add a solvent correction to the energy, and whether to let the electron density relax in the field of the solvent. In the simplest continuum model both choices rest on one factor $f$. The energy $\frac12 f\mu^2$ measures the dipolar part of the correction for a molecule of dipole moment $\mu$, and the pure number $f\alpha$, with $\alpha$ the polarizability along the dipole, measures the relaxation.

Atomic units are used in the algebra, so a charge $q$ has the potential $q/r$ in vacuum. The assumptions are as follows.

\begin{enumerate}
\item The solute occupies a sphere of radius $a$ with permittivity 1 inside. Outside is an infinite, uniform, isotropic, linear dielectric of static permittivity $\varepsilon\ge 1$, in equilibrium with the solute at fixed temperature.
\item The solute is represented by a point dipole $\mu$ at the centre of the sphere, pointing along $z$. There is no other free charge, and the potential vanishes at infinity.
\item Where the solute is polarizable, its response is linear and isotropic, with polarizability $\alpha>0$ and gas-phase moment $\mu_0$.
\end{enumerate}

\paragraph{Theorem.} Under assumptions 1 and 2 the dielectric produces inside the cavity a uniform field parallel to the dipole,
\begin{equation}
R=f\mu,\qquad f=\frac{2(\varepsilon-1)}{(2\varepsilon+1)\,a^3}.
\label{eq:f}
\end{equation}
The electrostatic free energy of a rigid dipole, relative to the same dipole in vacuum, is
\begin{equation}
\Delta G=-\tfrac12 f\mu^2 .
\label{eq:rigid}
\end{equation}
If assumption 3 also holds and $f\alpha<1$, the free energy relative to the undistorted solute in vacuum is
\begin{equation}
\Delta G=-\frac12\,\frac{f\mu_0^2}{1-f\alpha}.
\label{eq:pol}
\end{equation}

\section{The potential}

\paragraph{Lemma 1.} With $r$ measured from the centre and $\theta$ from the dipole axis, the potential is
\begin{equation}
\phi_{\rm in}=\frac{\mu\cos\theta}{r^2}-Rr\cos\theta,
\qquad
\phi_{\rm out}=\frac{B\cos\theta}{r^2},
\label{eq:phi}
\end{equation}
where $R$ is given by \eqref{eq:f} and $B=3\mu/(2\varepsilon+1)$.

\paragraph{Proof.} Away from the dipole and the wall, $\nabla^2\phi=0$. The source potential $\mu\cos\theta/r^2$ is proportional to $\cos\theta$, which suggests the trial form $\phi=g(r)\cos\theta$. The angular part of the Laplacian gives
\begin{equation}
\frac{1}{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,\frac{d\cos\theta}{d\theta}\right)
=-\frac{1}{\sin\theta}\frac{d\sin^2\theta}{d\theta}=-2\cos\theta ,
\end{equation}
so Laplace's equation becomes $(r^2g')'=2g$. Inserting $g=r^s$ gives $s(s+1)=2$, hence $s=1$ or $s=-2$. Inside, the coefficient of $r^{-2}$ must be $\mu$, to reproduce the given dipole, and the coefficient of $r$ is called $-R$. Outside, the term in $r$ would grow without limit and is dropped. This is the form \eqref{eq:phi}.

The wall carries no free charge. Therefore $\phi$ and the normal component of the displacement, $-\varepsilon\,\partial\phi/\partial r$, are continuous at $r=a$. After division by $\cos\theta$ the two conditions read
\begin{align}
\frac{\mu}{a^2}-Ra&=\frac{B}{a^2},\\
-\frac{2\mu}{a^3}-R&=-\frac{2\varepsilon B}{a^3}.
\end{align}
Multiplying the first by $a^2$ and the second by $-a^3$ gives
\begin{equation}
\mu-Ra^3=B,\qquad 2\mu+Ra^3=2\varepsilon B .
\end{equation}
Eliminating $B$,
\begin{align}
2\mu+Ra^3&=2\varepsilon\mu-2\varepsilon Ra^3,\\
(2\varepsilon+1)Ra^3&=2(\varepsilon-1)\mu ,
\end{align}
which is \eqref{eq:f}. The outside coefficient follows:
\begin{equation}
B=\mu-\frac{2(\varepsilon-1)}{2\varepsilon+1}\,\mu
=\frac{(2\varepsilon+1)-(2\varepsilon-2)}{2\varepsilon+1}\,\mu
=\frac{3\mu}{2\varepsilon+1}.
\end{equation}

It remains to show that no other solution exists. Let $u$ be the difference of two solutions. The dipole singularity cancels, so $u$ is regular inside, and it obeys the same wall conditions. Write $\epsilon(r)$ for the permittivity, 1 inside and $\varepsilon$ outside. Integrating $\nabla\cdot(\epsilon u\nabla u)=\epsilon|\nabla u|^2$ over each region and adding, the two wall terms cancel because $u$ and $\epsilon\,\partial u/\partial r$ are continuous. The surface term at large $r$ vanishes, because $u$ falls at least as $1/r$ and its gradient at least as $1/r^2$, while the area grows as $r^2$. Hence $\int\epsilon|\nabla u|^2\,dV=0$, so $u$ is constant, and since it vanishes at infinity it is zero. $\square$

The second term of $\phi_{\rm in}$ is $-Rz$, whose field $-\nabla(-Rz)$ is $R$ along $+z$ everywhere in the cavity. This proves the first part of the theorem.

\paragraph{Remark: limits.} The factor can be written
\begin{equation}
fa^3=\frac{2(\varepsilon-1)}{2\varepsilon+1}=1-\frac{3}{2\varepsilon+1}.
\label{eq:sat}
\end{equation}
For $\varepsilon=1$ it vanishes, and for $\varepsilon\to\infty$, where the surroundings act as a conductor, it tends to 1. The approach is quick: $fa^3$ is 0.400 at $\varepsilon=2$, 0.857 at $\varepsilon=10$ and 0.981 at $\varepsilon=80$. At fixed radius, $f$ and the energy of a rigid dipole therefore grow by 14\% from $\varepsilon=10$ to 80, but by only 6\% from $\varepsilon=20$, where $fa^3=0.927$, to 80; for a polarizable dipole with $f\alpha$ near 1, the factor $1/(1-f\alpha)$ amplifies that small difference.

\section{The charge on the wall}

\paragraph{Lemma 2.} The reaction field is the Coulomb field of the polarization charge
\begin{equation}
\sigma=-\frac{3R}{4\pi}\cos\theta
=-\frac{3(\varepsilon-1)\mu}{2\pi(2\varepsilon+1)a^3}\cos\theta
\label{eq:sigma}
\end{equation}
on the cavity wall.

\paragraph{Proof.} In the dielectric the polarization is $\mathbf P=\chi\mathbf E$. Since $\varepsilon\mathbf E=\mathbf E+4\pi\mathbf P$, the susceptibility is $\chi=(\varepsilon-1)/4\pi$. The volume charge $-\nabla\cdot\mathbf P=-\chi\nabla\cdot\mathbf E$ is zero. The surface charge is the component of $\mathbf P$ along the normal pointing out of the dielectric, which at the wall points towards the centre. Just outside the wall $E_r=2B\cos\theta/a^3$, so
\begin{equation}
\sigma=-\chi E_r
=-\frac{\varepsilon-1}{4\pi}\,\frac{6\mu\cos\theta}{(2\varepsilon+1)a^3},
\end{equation}
which is \eqref{eq:sigma}. A charge $\sigma\,dA$ on the wall produces at the centre a field of size $\sigma\,dA/a^2$ directed away from it, with $z$ component $-\sigma\cos\theta\,dA/a^2$. With $dA=a^2d\Omega$ and $\int\cos^2\theta\,d\Omega=4\pi/3$, the total is
\begin{equation}
-\int\sigma\cos\theta\,d\Omega=\frac{3R}{4\pi}\cdot\frac{4\pi}{3}=R .
\end{equation}
The same holds throughout the cavity: the full potential is that of the dipole plus that of the wall charge, so the latter is the remainder $\phi_\sigma=-Rr\cos\theta$ found in Lemma 1. $\square$

The positive end of the dipole thus faces negative wall charge and the negative end faces positive charge. Both pull in the sense that reinforces the dipole, which is why $R$ is parallel to $\mu$.

\section{The energy of a rigid dipole}

\paragraph{Lemma 3.} The free energy is the sum of a coupling $-\mu R$ and a cost $+\frac12\mu R$ of polarizing the dielectric.

\paragraph{Proof.} There are three contributions. The first is the Coulomb energy between the wall charge and the dipole, whose potential at the wall is $\mu\cos\theta/a^2$:
\begin{equation}
G_1=\int\sigma\,\frac{\mu\cos\theta}{a^2}\,dA
=-\frac{3R\mu}{4\pi}\int\cos^2\theta\,d\Omega=-\mu R .
\end{equation}
The second is the Coulomb energy of the wall charge with itself. At the wall $\phi_\sigma=-Ra\cos\theta$, and the factor $\frac12$ counts each pair of charges once:
\begin{equation}
G_2=\frac12\int\sigma\phi_\sigma\,dA
=\frac12\cdot\frac{3R}{4\pi}\cdot Ra\cdot a^2\cdot\frac{4\pi}{3}
=\frac12R^2a^3=\frac{\varepsilon-1}{2\varepsilon+1}\,\mu R ,
\end{equation}
where the last step replaces one factor $Ra^3$ by $2(\varepsilon-1)\mu/(2\varepsilon+1)$.

The third is the work done against the restoring forces of the material. For a linear medium it is quadratic, $\frac12kP^2$ per unit volume. In equilibrium the restoring force $kP$ balances the field $E$, and $P=\chi E$ then requires $k=1/\chi$. Outside the cavity $E_r=2B\cos\theta/r^3$ and $E_\theta=B\sin\theta/r^3$, so $E^2=B^2(3\cos^2\theta+1)/r^6$. The angular integral of $3\cos^2\theta+1$ is $8\pi$, and
\begin{align}
G_3&=\int\frac{P^2}{2\chi}\,dV=\frac{\chi}{2}\int E^2\,dV
=\frac{\varepsilon-1}{8\pi}\cdot8\pi B^2\int_a^\infty\frac{dr}{r^4}\\
&=\frac{(\varepsilon-1)B^2}{3a^3}
=\frac{3(\varepsilon-1)\mu^2}{(2\varepsilon+1)^2a^3}
=\frac{3}{2(2\varepsilon+1)}\,\mu R .
\end{align}
The cost is
\begin{equation}
G_2+G_3=\frac{2(\varepsilon-1)+3}{2(2\varepsilon+1)}\,\mu R=\frac12\mu R .
\end{equation}
Adding $G_1$ gives $\Delta G=-\frac12\mu R=-\frac12f\mu^2$, the second part of the theorem. $\square$

\paragraph{Remark: the factor one half.} The result has a general reason. Scale the equilibrium polarization by a number $\lambda$. The coupling is linear in the polarization and the cost $C$ is quadratic, so $G(\lambda)=-\lambda\mu R+\lambda^2C$. Equilibrium at $\lambda=1$ requires $-\mu R+2C=0$, that is $C=\frac12\mu R$.

\paragraph{Remark: why a free energy.} The permittivity already contains the thermal average over solvent orientations, so the reversible work at fixed temperature is a free energy. If $\varepsilon$ depends on the temperature $T$ while $a$ and $\mu$ do not, there is an entropy
\begin{equation}
\Delta S=-\frac{d\Delta G}{dT}=\frac{\mu^2}{2}\frac{df}{d\varepsilon}\frac{d\varepsilon}{dT}
=\frac{3\mu^2}{(2\varepsilon+1)^2a^3}\,\frac{d\varepsilon}{dT},
\end{equation}
where $df/d\varepsilon=6/[(2\varepsilon+1)^2a^3]$ follows from \eqref{eq:sat}. It is negative when $\varepsilon$ falls on heating.

\section{The polarizable dipole}

\paragraph{Proof of the third part.} Changing the moment of the isolated solute from $\mu_0$ to $\mu$ costs $(\mu-\mu_0)^2/2\alpha$, because the minimum of this cost minus $F\mu$ in a field $F$ lies at $\mu=\mu_0+\alpha F$, the definition of $\alpha$. With the solvent in equilibrium at each $\mu$,
\begin{equation}
G(\mu)=\frac{(\mu-\mu_0)^2}{2\alpha}-\frac12f\mu^2 .
\label{eq:G}
\end{equation}
The stationary point obeys $(\mu-\mu_0)/\alpha=f\mu$, so
\begin{equation}
\mu=\mu_0+\alpha f\mu=\frac{\mu_0}{1-f\alpha}.
\end{equation}
It is a minimum because $G''=1/\alpha-f>0$ when $f\alpha<1$. A component $\mu_\perp$ perpendicular to $\mu_0$ would add $\frac12(1/\alpha-f)\mu_\perp^2>0$, so none appears. Inserting $\mu-\mu_0=\alpha f\mu$ in \eqref{eq:G},
\begin{equation}
\Delta G=\frac12\alpha f^2\mu^2-\frac12f\mu^2
=-\frac12f\mu^2(1-f\alpha)=-\frac12\,\frac{f\mu_0^2}{1-f\alpha}. \qquad\square
\end{equation}

For $f\alpha>1$ the energy \eqref{eq:G} has no lower bound and the linear model fails. By \eqref{eq:sat}, $f<1/a^3$ for finite $\varepsilon$, so $\alpha\le a^3$ is sufficient for stability. For an anisotropic solute whose dipole lies along a principal axis of the polarizability tensor, the same steps hold with $\alpha$ the component along the dipole, not the orientational mean; stability then requires $f$ times the largest component to be below 1.

\paragraph{Remark: use in a quantum calculation.} Let the solvent respond to the mean dipole $\langle\hat{\boldsymbol\mu}\rangle$ of a normalized wave function, a mean-field assumption. The quantity to minimize is $G=\langle\hat H_0\rangle-\frac12f|\langle\hat{\boldsymbol\mu}\rangle|^2$, with $\hat H_0$ the gas-phase Hamiltonian. Varying the wave function differentiates the square and removes the half, so the effective Hamiltonian is $\hat H_0-f\langle\hat{\boldsymbol\mu}\rangle\cdot\hat{\boldsymbol\mu}$. Its eigenvalue $\mathcal E$ contains the full coupling, and the free energy is $G=\mathcal E+\frac12f|\langle\hat{\boldsymbol\mu}\rangle|^2$.

\section{A dipole away from the centre}

The factor \eqref{eq:f} depends on the dipole being at the centre. Let it be moved to $z=d$ along its own axis. To first order in $d$ its potential about the centre is
\begin{equation}
\frac{\mu(z-d)}{(r^2-2zd)^{3/2}}\simeq
\frac{\mu\cos\theta}{r^2}+\frac{2\mu d\,P_2}{r^3},
\qquad P_2=\tfrac12(3\cos^2\theta-1).
\end{equation}
The first term gives the field $f\mu$ as before. The second is a quadrupole, which the wall answers with a term $Ar^2P_2$ inside and $CP_2/r^3$ outside. Continuity of the potential and of the normal displacement gives
\begin{equation}
2\mu d+Aa^5=C,\qquad 6\mu d-2Aa^5=3\varepsilon C ,
\end{equation}
and eliminating $C$ yields $A=-6(\varepsilon-1)\mu d/[(3\varepsilon+2)a^5]$. On the axis the extra field at the dipole is $-2Ad$. Dividing by $f\mu$,
\begin{equation}
\frac{R(d)}{f\mu}\simeq1+\frac{6(2\varepsilon+1)}{3\varepsilon+2}\,\frac{d^2}{a^2}.
\label{eq:off}
\end{equation}
The source multipole of order $l$ scales as $d^{\,l-1}$, and the field it returns at $z=d$ carries another factor $d^{\,l-1}$. The neglected terms therefore begin at $d^4$.

\section{Numbers for a model solute}

Take the round model values $\mu_0=0.5$ e\,\AA, $a=2$ \AA, $\varepsilon=10$ and $\alpha=1.5$ \AA$^3$. With lengths in \AA\ and charges in e, energies are multiplied by the Coulomb constant 14.40 eV\,\AA. Then
\begin{align}
f&=\frac{2\times9}{21\times8}=0.1071\ \text{\AA}^{-3},\\
R&=14.40\times0.1071\times0.5=0.771\ \text{V/\AA},\\
\Delta G_{\rm rigid}&=-\tfrac12\times0.5\times0.771=-0.193\ \text{eV},
\end{align}
or $-0.0071$ hartree. The three pieces of Lemma 3 are $-0.386$, $0.165$ and $0.028$ eV, which add to the same value.

The wall charge was also computed from its integral equation, assuming axial symmetry but no particular dependence on $\theta$. Its Coulomb field is 0.771 V/\AA\ both at the centre and at $z=a/2$, in agreement with the uniform field of Lemma 1.

Relaxation is governed by $f\alpha=0.161$. The moment rises to $0.5/(1-0.161)=0.596$ e\,\AA, and the free energy becomes $-0.193/(1-0.161)=-0.230$ eV, or $-0.0084$ hartree. This includes a distortion cost of 0.044 eV. Keeping the gas-phase density would miss 0.037 eV, about 16\% of the relaxed value, so here relaxation should be kept if errors of that size matter.

The radius matters as much. Because $\Delta G\propto a^{-3}$, the rigid value is $-0.265$ eV at $a=1.8$ \AA\ and $-0.145$ eV at 2.2 \AA. A change of 10\% in a length that the model does not supply shifts the energy by more than the relaxation does.

For a displacement $d=0.4$ \AA, equation \eqref{eq:off} gives $1+6\times21/32\times0.04=1.158$. The numerical wall charge gives 1.173; the next multipole accounts for nearly all of the difference. Differentiating $\sum_l d^{\,l}P_l/r^{l+1}$ with respect to $d$ gives the octupole source $3\mu d^2P_3/r^4$. With $A_3r^3P_3$ inside and $C_3P_3/r^4$ outside, the wall conditions read $3\mu d^2+A_3a^7=C_3$ and $12\mu d^2-3A_3a^7=4\varepsilon C_3$, so $A_3=-12(\varepsilon-1)\mu d^2/[(4\varepsilon+3)a^7]$. The field $-3A_3d^2$ divided by $f\mu$ is $18(2\varepsilon+1)d^4/[(4\varepsilon+3)a^4]=18\times21/43\times0.0016=0.014$, against a gap of 0.015. A shift of a fifth of the radius along the dipole axis is thus enough to raise the field by 17\%.

These energies are the dipolar electrostatic part of solvation in this model. They leave out the work of forming the cavity, dispersion, short-range repulsion, specific bonds to solvent molecules, and the solute's net charge and higher multipoles. For a solute with a small dipole but a large quadrupole, a small $\frac12f\mu^2$ is therefore no evidence that the solvent can be neglected. The higher multipoles can matter for strongly polar solutes too: for water in a cavity of 2 \AA\ about its centre of mass, Hartree--Fock moments give a quadrupole term about half as large as the dipole term. The linearity of the dielectric is also strained near the wall. On the axis just outside it the field is $2B/a^3=0.26$ V/\AA\ for the model solute, so a solvent dipole of 0.3 e\,\AA\ has an interaction energy of about $3k_BT$ at room temperature, where orientational polarization begins to saturate, and the fraction $1-1.5^{-3}=70\%$ of $G_3$ lies within $r<1.5a$. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
gas-phase dipole mu0: 0.50 e angstrom
cavity radius a: 2.00 angstrom
permittivity eps: 10.0 (no unit)
polarizability alpha: 1.50 angstrom^3
reaction field factor f: 0.10714 angstrom^-3
reaction field, formula: 0.7714 V/angstrom
reaction field, wall charge: 0.7714 V/angstrom
same at z = a/2, wall charge: 0.7714 V/angstrom
wall charge density at theta=0: -0.01279 e/angstrom^2
outside dipole B, formula: 0.07143 e angstrom
outside dipole B, wall charge: 0.07143 e angstrom
coupling energy: -0.3857 eV
material polarization energy: 0.0276 eV
wall charge self-energy: 0.1653 eV
sum of the three pieces: -0.1929 eV
rigid solvation energy, formula: -0.1929 eV
rigid solvation energy: -0.007087 hartree
f alpha: 0.1607 (no unit)
dipole in solvent, formula: 0.5957 e angstrom
dipole in solvent, iterated: 0.5957 e angstrom
solute distortion energy: 0.0440 eV
polarizable solvation energy, formula: -0.2298 eV
polarizable, numerical minimum: -0.2298 eV
polarizable solvation: -0.008444 hartree
eps 2: f a^3 formula 0.4000, wall charge 0.4000 (no unit)
eps 5: f a^3 formula 0.7273, wall charge 0.7273 (no unit)
eps 10: f a^3 formula 0.8571, wall charge 0.8571 (no unit)
eps 80: f a^3 formula 0.9814, wall charge 0.9814 (no unit)
rigid solvation energy at a = 1.8 angstrom: -0.2645 eV
rigid solvation energy at a = 2.2 angstrom: -0.1449 eV
dipole displacement along its axis: 0.40 angstrom
field at displaced dipole: 0.9046 V/angstrom
ratio to central field: 1.173 (no unit)
\end{verbatim}
